**Series stiffness of a cubic (001) superlattice**

The program tests \(1/C_{33}=\sum_i f_i/c_{11,i}\), where \(C_{33}\) is the normal stiffness at fixed in-plane strain, \(f_i\) a layer's thickness fraction and \(c_{11,i}\) its cubic elastic constant. It asserts that this formula, and those for \(C_{13}\) and the normal Young modulus, agree with energy minimization over displacements in a discretized period, for Si/Ge and for a strongly contrasting three-layer stack. It also asserts the error bound for slowly varying loads by direct integration, and the sound-wave relations by the eigenvalues of a periodic spring-mass chain. For layers under finite misfit, it compares the tangent-modulus formula with the computed change of total thickness under a small load. With rough Si/Ge constants the output gives \(C_{33}=148.9\) GPa, against an arithmetic mean of 151.2 GPa. Misfit shifts the two layer moduli in opposite directions to nearly equal values, while the stack stiffness changes by only −0.35%.

## Check in Python

```python
"""
Normal stiffness of a coherent cubic (001) superlattice at fixed in-plane strain:
    1/C33 = sum_i f_i/c11_i
f_i: thickness fraction; c11, c12, c44: cubic elastic constants of a layer.
Also tested: C13, the normal Young modulus, slowly varying loads, sound waves,
and the tangent stiffness of layers under finite misfit strain.
Units: GPa, nm, g/cm^3, km/s; angular frequency is then in rad/ps.
Material inputs are rough typical room-temperature values for Si and Ge.
"""
import numpy as np
from scipy.optimize import brentq


def cubic_matrix(c11, c12, c44):
    matrix = np.diag([c11, c11, c11, c44, c44, c44]).astype(float)
    for i in range(3):
        for j in range(3):
            if i != j:
                matrix[i, j] = c12
    return matrix


def minimized_stiffness(constants, thicknesses, parts=6):
    """Minimize elastic energy over periodic displacements in one period."""
    elements = [(cubic_matrix(*c), d / parts)
                for c, d in zip(constants, thicknesses) for _ in range(parts)]
    n = len(elements)
    period = sum(thicknesses)
    gradient_to_strain = np.zeros((6, 3))
    gradient_to_strain[2, 2] = 1
    gradient_to_strain[3, 1] = 1
    gradient_to_strain[4, 0] = 1
    hessian = np.zeros((3*n, 3*n))
    coupling = np.zeros((3*n, 6))
    uniform = np.zeros((6, 6))
    strain_maps = []
    for j, (c, h) in enumerate(elements):
        b = np.zeros((6, 3*n))
        k = (j + 1) % n
        b[:, 3*j:3*j+3] -= gradient_to_strain / h
        b[:, 3*k:3*k+3] += gradient_to_strain / h
        hessian += h * b.T @ c @ b
        coupling += h * b.T @ c
        uniform += h * c
        strain_maps.append(b)
    displacement = -np.linalg.lstsq(hessian, coupling, rcond=1e-12)[0]
    effective = (uniform + coupling.T @ displacement) / period
    local = [1 + (strain_maps[i*parts] @ displacement)[2, 2]
             for i in range(len(thicknesses))]
    return effective, np.array(local)


def layer_formulas(constants, thicknesses):
    c = np.array(constants, dtype=float)
    f = np.array(thicknesses) / sum(thicknesses)
    c33 = 1 / np.sum(f / c[:, 0])
    ratio = np.sum(f * c[:, 1] / c[:, 0])
    biaxial = np.sum(f * (c[:, 0] + c[:, 1] - 2*c[:, 1]**2/c[:, 0]))
    young = 1 / (1/c33 + 2*ratio**2/biaxial)
    return c33, c33*ratio, young


# Rough material values and chosen geometry
constants = np.array([[166., 64., 80.], [129., 48., 67.]])
third_order = np.array([[-800., -450., -60.], [-700., -390., -20.]])
density = np.array([2.33, 5.32])
lattice = np.array([0.543, 0.566])
buffer_lattice = 0.553
d = np.array([3., 2.])
period = d.sum()
f = d / period
c1, c2 = constants[:, 0]

# Static effective tensor, including a strongly contrasting three-layer stack
strong = [[300., 100., 90.], [50., 20., 12.], [130., 70., 35.]]
for materials, widths in [(constants, d), (strong, [1., 2.5, 0.7])]:
    tensor, local = minimized_stiffness(materials, widths)
    normal, lateral, young = layer_formulas(materials, widths)
    assert np.isclose(tensor[2, 2], normal, rtol=1e-9)
    assert np.isclose(tensor[0, 2], lateral, rtol=1e-9)
    assert np.isclose(1/np.linalg.inv(tensor)[2, 2], young, rtol=1e-9)
    assert np.allclose(local, normal/np.array(materials)[:, 0], rtol=1e-9)
    assert np.max(np.abs(tensor[3:, 2])) < 1e-8
c33, c13, young = layer_formulas(constants, d)
effective, local = minimized_stiffness(constants, d)
arithmetic = np.sum(f * constants[:, 0])
mean_gap = f[0]*f[1]*(c1-c2)**2/(f[0]*c2+f[1]*c1)
assert np.isclose(arithmetic-effective[2, 2], mean_gap, rtol=1e-8)


# Slowly varying static load: direct integration to a quarter wavelength
def load_error(wavelength):
    step = 0.005
    z = (np.arange(round(wavelength/4/step)) + 0.5) * step
    compliance = np.where(z % period < d[0], 1/c1, 1/c2)
    displacement = np.sum(np.cos(2*np.pi*z/wavelength)*compliance)*step
    homogeneous = wavelength / (2*np.pi*c33)
    error = displacement/homogeneous - 1
    bound = 2*np.pi*period/wavelength*f[0]*f[1]*abs(1/c1-1/c2)*c33
    return error, bound


load_wavelength = 200.
static_error, static_bound = load_error(load_wavelength)
longer_error, longer_bound = load_error(2*load_wavelength)
assert 0 < abs(static_error) <= static_bound
assert 0 < abs(longer_error) <= longer_bound
assert np.isclose(static_error/longer_error, 2, rtol=0.05)


# Longitudinal waves: eigenvalues of a finely divided periodic chain
def chain_frequency(q, n=200):
    h = period/n
    centers = (np.arange(n)+0.5)*h
    stiffness = np.where(centers < d[0], c1, c2)/h
    element_mass = np.where(centers < d[0], density[0], density[1])*h
    mass = (element_mass + np.roll(element_mass, 1))/2
    matrix = np.zeros((n, n), dtype=complex)
    for j, spring in enumerate(stiffness):
        k = (j+1) % n
        phase = np.exp(1j*q*period) if k == 0 else 1
        matrix[j, j] += spring
        matrix[k, k] += spring
        matrix[j, k] -= spring*phase
        matrix[k, j] -= spring*np.conj(phase)
    matrix /= np.sqrt(mass[:, None]*mass[None, :])
    return np.sqrt(np.linalg.eigvalsh(matrix)[0])


mean_density = np.sum(f*density)
velocity = np.sqrt(c33/mean_density)
layer_velocity = np.sqrt(constants[:, 0]/density)
impedance = density*layer_velocity
q_long = 2*np.pi/(200*period)
assert np.isclose(chain_frequency(q_long)/q_long, velocity, rtol=1e-5)
q_large = 2/period
omega = chain_frequency(q_large)
a, b = omega*d/layer_velocity
mismatch = (impedance[0]/impedance[1]+impedance[1]/impedance[0])/2
dispersion_rhs = np.cos(a)*np.cos(b)-mismatch*np.sin(a)*np.sin(b)
assert abs(dispersion_rhs-np.cos(q_large*period)) < 1e-4
wave_length = 50.
q_wave = 2*np.pi/wave_length
gamma = (f[0]*f[1]*(impedance[0]**2-impedance[1]**2)
         / (mean_density*(f[0]*c2+f[1]*c1)))
slowing = gamma**2*(q_wave*period)**2/24
chain_slowing = 1-chain_frequency(q_wave)/(q_wave*velocity)
assert np.isclose(slowing, chain_slowing, rtol=0.1)


# Finite misfit: cubic-order energy in Lagrangian strain
def normal_stress(stretch_z, stretch_p, second, third):
    ez = (stretch_z**2-1)/2
    ep = (stretch_p**2-1)/2
    material_stress = (second[0]*ez+2*second[1]*ep+third[0]*ez**2/2
                       + third[1]*(ep**2+2*ez*ep)+third[2]*ep**2)
    return stretch_z*material_stress/stretch_p**2


def normal_stretches(load, misfit_scale=1.):
    in_plane = 1+misfit_scale*(buffer_lattice/lattice-1)
    out = [brentq(lambda x: normal_stress(x, p, c, t)-load, 0.9, 1.1,
                  xtol=1e-14) for p, c, t in zip(in_plane, constants, third_order)]
    return np.array(out), in_plane


def thickness_stiffness(misfit_scale=1.):
    load = 0.01
    plus = np.sum(d*normal_stretches(load, misfit_scale)[0])
    minus = np.sum(d*normal_stretches(-load, misfit_scale)[0])
    middle = np.sum(d*normal_stretches(0., misfit_scale)[0])
    return middle*2*load/(plus-minus)


stretch_z, stretch_p = normal_stretches(0.)
eta_z, eta_p = (stretch_z**2-1)/2, (stretch_p**2-1)/2
tangent = stretch_z**3/stretch_p**2*(constants[:, 0]
          + third_order[:, 0]*eta_z+2*third_order[:, 1]*eta_p)
current = d*stretch_z
c33_misfit = current.sum()/np.sum(current/tangent)
assert np.isclose(c33_misfit, thickness_stiffness(), rtol=1e-5)
assert np.isclose(c33, thickness_stiffness(0.), rtol=1e-5)
assert tangent[0] < c1 and tangent[1] > c2
assert np.min(np.abs(tangent-constants[:, 0])) > mean_gap

# Graded interfaces: c11 varies linearly across each interface
grading = 0.5
z = (np.arange(20000)+0.5)*period/20000
points = [0, grading/2, d[0]-grading/2, d[0]+grading/2,
          period-grading/2, period]
profile = np.interp(z, points, [(c1+c2)/2, c1, c1, c2, c2, (c1+c2)/2])
c33_graded = 1/np.mean(1/profile)
temperature_slope, heating = -1e-4, 100.
heating_change = c33*temperature_slope*heating

# Worked response to a uniform normal pressure
pressure = 0.1
mean_strain = -pressure/c33
layer_strain = mean_strain*local
lateral_stress = constants[:, 1]*layer_strain


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Rough material inputs and chosen geometry")
for i, name in enumerate(["Si", "Ge"]):
    print(f"{name} c11, c12, c44: " + ", ".join(f"{x:.0f}" for x in constants[i]) + " GPa")
    print(f"{name} C111, C112, C123: " + ", ".join(f"{x:.0f}" for x in third_order[i]) + " GPa")
    show(name+" thickness", d[i], "nm", 1)
    show(name+" thickness fraction", f[i], digits=2)
    show(name+" density", density[i], "g/cm^3", 2)
    show(name+" lattice parameter", lattice[i], "nm")
show("Buffer in-plane lattice parameter", buffer_lattice, "nm")
print("Linear results")
show("C33, harmonic mean", c33, "GPa")
show("C33, energy minimization", effective[2, 2], "GPa")
show("Arithmetic mean of c11", arithmetic, "GPa")
show("Arithmetic minus harmonic mean", mean_gap, "GPa")
show("C13", c13, "GPa")
show("Normal Young modulus, free mean in-plane stress", young, "GPa")
show("Applied pressure", pressure*1000, "MPa", 0)
show("Mean normal strain", mean_strain*1e6, "microstrain", 1)
show("Period change", mean_strain*period*1000, "pm")
for i, name in enumerate(["Si", "Ge"]):
    show(name+" normal strain", layer_strain[i]*1e6, "microstrain", 1)
    show(name+" added in-plane stress", lateral_stress[i]*1000, "MPa", 2)
show("Mean density", mean_density, "g/cm^3")
show("Long-wave longitudinal velocity", velocity, "km/s")
print("Neglected effects")
show("Static-load wavelength", load_wavelength, "nm", 0)
show("Static displacement error at quarter wave", static_error*100, "%")
show("Static error bound", static_bound*100, "%")
show("Sound wavelength", wave_length, "nm", 0)
show("Sound slowing, expansion", slowing*1e6, "ppm", 1)
show("Sound slowing, periodic chain", chain_slowing*1e6, "ppm", 1)
for i, name in enumerate(["Si", "Ge"]):
    show(name+" in-plane misfit strain", (stretch_p[i]-1)*100, "%")
    show(name+" normal misfit strain", (stretch_z[i]-1)*100, "%")
    show(name+" tangent modulus with misfit", tangent[i], "GPa")
show("C33 with finite misfit", c33_misfit, "GPa")
show("Relative C33 change from misfit", (c33_misfit/c33-1)*100, "%")
show("Grading width at each interface", grading, "nm", 1)
show("C33 change from grading", c33_graded-c33, "GPa")
show("Rough relative c11 temperature slope", temperature_slope*1e6, "ppm/K", 0)
show(f"C33 change for {heating:.0f} K heating", heating_change, "GPa")
print("every check passed")
```

Running it gives:

```
Rough material inputs and chosen geometry
Si c11, c12, c44: 166, 64, 80 GPa
Si C111, C112, C123: -800, -450, -60 GPa
Si thickness: 3.0 nm
Si thickness fraction: 0.60
Si density: 2.33 g/cm^3
Si lattice parameter: 0.543 nm
Ge c11, c12, c44: 129, 48, 67 GPa
Ge C111, C112, C123: -700, -390, -20 GPa
Ge thickness: 2.0 nm
Ge thickness fraction: 0.40
Ge density: 5.32 g/cm^3
Ge lattice parameter: 0.566 nm
Buffer in-plane lattice parameter: 0.553 nm
Linear results
C33, harmonic mean: 148.915 GPa
C33, energy minimization: 148.915 GPa
Arithmetic mean of c11: 151.200 GPa
Arithmetic minus harmonic mean: 2.285 GPa
C13: 56.612 GPa
Normal Young modulus, free mean in-plane stress: 118.091 GPa
Applied pressure: 100 MPa
Mean normal strain: -671.5 microstrain
Period change: -3.358 pm
Si normal strain: -602.4 microstrain
Si added in-plane stress: -38.55 MPa
Ge normal strain: -775.2 microstrain
Ge added in-plane stress: -37.21 MPa
Mean density: 3.526 g/cm^3
Long-wave longitudinal velocity: 6.499 km/s
Neglected effects
Static-load wavelength: 200 nm
Static displacement error at quarter wave: -0.488 %
Static error bound: 0.970 %
Sound wavelength: 50 nm
Sound slowing, expansion: 330.6 ppm
Sound slowing, periodic chain: 344.2 ppm
Si in-plane misfit strain: 1.842 %
Si normal misfit strain: -1.432 %
Si tangent modulus with misfit: 148.330 GPa
Ge in-plane misfit strain: -2.297 %
Ge normal misfit strain: 1.684 %
Ge tangent modulus with misfit: 148.490 GPa
C33 with finite misfit: 148.395 GPa
Relative C33 change from misfit: -0.349 %
Grading width at each interface: 0.5 nm
C33 change from grading: 0.322 GPa
Rough relative c11 temperature slope: -100 ppm/K
C33 change for 100 K heating: -1.489 GPa
every check passed
```
